# From a polarization discontinuity to elementary charges per square centimetre

**Question**

I have two polar layers with a flat interface between them. The polarization component normal to the interface drops by 0.05 C/m² on going from the lower layer to the upper one. I want this as a sheet charge in elementary charges per square centimetre, to compare it with carrier densities.

Dividing by \(e\) and then converting the area, I got \(3.1\times10^{21}\) per cm² on one attempt and \(3.1\times10^{15}\) on another, so I am clearly mishandling the area. I am also unsure about the physics. Polarization is a dipole moment per volume, and dipoles are neutral, so why is there a net charge at all? What is its sign, does it matter that the real interface is not perfectly sharp, and does the answer mean that this many electrons sit there?

**Answer**

The conversion is short, but the sign and the meaning of the number depend on where the charge comes from, so I begin there.

**Why a change in polarization leaves a charge**

The units already hint at it: a dipole moment per volume has the unit C·m/m³ = C/m², a charge per area. The area in question is one through which charge has moved.

Take a simple crystal model with cells of edge \(a\). Each cell contains a plane of charge \(-Q\) per area and a plane of charge \(+Q\) per area. Start with the two planes coinciding, so that there is no polarization, and then move every positive plane up by \(u\), with \(0\le u\le a\). The dipole moment per area of one cell layer is \(Qu\), and its thickness is \(a\), so

\[
P=\frac{Qu}{a}.
\]

Now put an imaginary horizontal plane at a random height. A positive plane has crossed it if the imaginary plane lies within one of the intervals of length \(u\) that were swept out. This happens for a fraction \(u/a\) of all heights, and the charge that has crossed is then \(Q\) per area. The average charge moved through unit area is therefore \(Qu/a=P\). If the displacement is oblique, only its component along the normal of the area carries charge through it, so the transported charge per area is \(\mathbf P\cdot\mathbf n\).

Apply this to a closed box that was neutral before the displacement. A single box with sharp faces gains or loses whole planes of charge, so we average over shifts of its faces through one full cell, as above. Averaged in this way, the charge that has left it is the integral of \(\mathbf P\cdot d\mathbf S\) over its surface, with \(d\mathbf S\) pointing outwards. What remains inside is the negative of that:

\[
q_{\rm b}=-\oint \mathbf P\cdot d\mathbf S .
\]

By the divergence theorem this is the same as a bound charge density \(\rho_{\rm b}=-\nabla\cdot\mathbf P\). In a uniform region as much charge enters the box as leaves it, and \(q_{\rm b}=0\). At an interface the two amounts differ if the normal component of \(\mathbf P\) changes.

**The interface and the sign**

Call the lower layer 1 and the upper layer 2, and let the unit normal \(\mathbf n\) point from 1 to 2. Choose a flat box of area \(A\) that encloses the interface.

- The top face lies in medium 2 and has outward normal \(+\mathbf n\). It contributes \(+A\,\mathbf n\cdot\mathbf P_2\) to the surface integral.
- The bottom face lies in medium 1 and has outward normal \(-\mathbf n\). It contributes \(-A\,\mathbf n\cdot\mathbf P_1\).
- The side walls contribute nothing in total, because \(\mathbf P\) does not vary along the interface and opposite walls cancel.

Hence \(q_{\rm b}=-A\,\mathbf n\cdot(\mathbf P_2-\mathbf P_1)\), and the charge per area is

\[
\sigma_{\rm b}=\frac{q_{\rm b}}{A}=\mathbf n\cdot(\mathbf P_1-\mathbf P_2).
\]

Your normal component drops by 0.05 C/m² from 1 to 2, so \(\sigma_{\rm b}=+0.05\) C/m². In words, medium 1 delivers more positive charge to the interface from below than medium 2 carries away above. If you exchange the two media but keep each polarization vector as it is, the sign reverses. Turning the whole stack over reverses the vectors as well and leaves the charge unchanged.

The sharpness of the interface does not affect the total. If the normal component \(P_n(z)\) changes smoothly over some distance, then

\[
\int \rho_{\rm b}\,dz=-\int\frac{dP_n}{dz}\,dz=P_{1n}-P_{2n},
\]

where the integral runs from well inside medium 1 to well inside medium 2. A wider transition spreads the same charge over a thicker layer.

A tilted case shows the role of the normal component. Let the normal be tilted by 30° from the \(+z\) axis towards \(+x\), with \((x,z)\) components \(\mathbf P_1=(0.02,\,0.08)\) C/m² and \(\mathbf P_2=(-0.04,\,0.03)\) C/m². Then

\[
\sigma_{\rm b}=0.06\sin30^\circ+0.05\cos30^\circ=0.0733\ \text{C/m}^2 .
\]

Numerical integration of \(-\nabla\cdot\mathbf P\) across smooth interfaces with width parameters of 0.5 nm and 5 nm gives this same value both times.

**The conversion**

Divide the charge per area by the elementary charge:

\[
N=\frac{|\sigma_{\rm b}|}{e}
=\frac{0.05\ \text{C/m}^2}{1.602\times10^{-19}\ \text{C}}
=3.12\times10^{17}\ \text{m}^{-2}.
\]

Since 1 m = 100 cm, we have 1 m² = 10⁴ cm². A square centimetre is the smaller area, so it holds fewer charges, and we divide by 10⁴:

\[
N=\frac{3.12\times10^{17}}{10^{4}}\ \text{cm}^{-2}
\approx 3.1\times10^{13}\ \text{cm}^{-2}.
\]

Your first result came from multiplying by 10⁴, your second from dividing by 100, which is the factor for a length.

You can avoid the area conversion by asking for the charge on an actual square of side 1 cm = 0.01 m. It is \(0.05\times(0.01)^2=5\times10^{-6}\) C, and dividing by \(e\) gives \(3.12\times10^{13}\) elementary charges. For other values, 1 C/m² corresponds to \(6.24\times10^{14}\) elementary charges per cm².

**The same number from counting charges in cells**

Let us put numbers into the crystal model. I choose \(a=0.40\) nm, ionic charges \(\pm2e\) per cell, and \(P_1=0.08\) and \(P_2=0.03\) C/m² along the normal. These are round parameters, not those of a particular material. The charge per area of one plane is

\[
Q=\frac{2e}{a^2}=2.00\ \text{C/m}^2,
\]

and \(u=Pa/Q\) gives displacements of 16.0 pm in medium 1 and 6.0 pm in medium 2.

To count the charge near the interface without cutting through a cell, weight each charge by a smooth function \(f(z)\). It equals 1 around the interface and falls slowly to 0 deep inside each medium. A cell with its negative plane at \(z_j\) contributes \(Q[f(z_j+u)-f(z_j)]\). Because \(f\) varies little over one cell, the sum over cells can be replaced by an integral divided by \(a\). For medium 1, which fills \(z<0\),

\[
\frac{Q}{a}\int_{-\infty}^{0}\bigl[f(z+u_1)-f(z)\bigr]dz
=\frac{Q}{a}\int_{0}^{u_1}f(z)\,dz=\frac{Qu_1}{a}=P_1 .
\]

The first equality holds because shifting the variable in the first term makes the two integrals cancel except between 0 and \(u_1\), where \(f=1\). For medium 2, which fills \(z>0\), the same shift removes the stretch from 0 to \(u_2\) instead of adding it, and the result is \(-Qu_2/a=-P_2\). The sum is \(P_1-P_2\), as before.

Adding up the individual charges numerically gives 0.0499 \(e\) per cell area, and the opposite sign when the media are exchanged. There are \(6.25\times10^{14}\) cell areas in 1 cm², so

\[
0.0499\times6.25\times10^{14}\ \text{cm}^{-2}\approx3.12\times10^{13}\ \text{cm}^{-2}.
\]

This also answers part of your last question. The ions in the model carry \(\pm2e\), yet the interface holds about one twentieth of \(e\) per cell. The bound charge is the small remainder of many slightly displaced charges. The number \(N\) expresses its size in units of \(e\); it does not count particles. Equivalently, there is one elementary charge for every 3.2 nm² of interface, or about 20 cells.

**What it means for electrons**

Mobile electrons are a separate, free charge \(\sigma_{\rm f}\). Gauss's law for the fields averaged over a cell reads

\[
\epsilon_0\,\mathbf n\cdot(\mathbf E_2-\mathbf E_1)=\sigma_{\rm b}+\sigma_{\rm f}.
\]

With both polarizations held fixed and no free charge, the field jumps by

\[
\frac{\sigma_{\rm b}}{\epsilon_0}
=\frac{0.05\ \text{C/m}^2}{8.854\times10^{-12}\ \text{F/m}}
=5.6\times10^{9}\ \text{V/m}.
\]

A free sheet with \(\sigma_{\rm f}=-0.05\) C/m², that is, \(3.1\times10^{13}\) electrons per cm², removes the jump. The fields on the two sides are then equal. Whether they are also zero depends on the charges elsewhere, for instance at the outer surfaces.

The jump of \(5.6\times10^{9}\) V/m was calculated for fixed polarizations, but in a real layer the field changes them. You therefore need to know which polarization your 0.05 C/m² refers to. Suppose it is the difference of the zero-field values, \(\sigma_0=P_1^0-P_2^0\), and that each medium responds linearly along the normal:

\[
P_i=P_i^0+\epsilon_0\chi_iE_i .
\]

Inserting this into \(\sigma_{\rm b}=P_1-P_2\), Gauss's law becomes

\[
\epsilon_0(E_2-E_1)=\sigma_0+\epsilon_0\chi_1E_1-\epsilon_0\chi_2E_2+\sigma_{\rm f}.
\]

Collect the field terms on the left and write \(\epsilon_i=1+\chi_i\) for the relative permittivities:

\[
\epsilon_0(\epsilon_2E_2-\epsilon_1E_1)=\sigma_0+\sigma_{\rm f}.
\]

Two cases are useful.

- **Full compensation.** If the field vanishes on both sides, then \(\sigma_{\rm f}=-\sigma_0\), whatever the permittivities are. In this case \(3.1\times10^{13}\) cm⁻² is the density of compensating electrons.
- **No free charge and equal permittivities \(\epsilon_{\rm r}\).** The field jump is \(\sigma_0/(\epsilon_0\epsilon_{\rm r})\). The total bound charge, which is \(\epsilon_0\) times this jump, has dropped to \(\sigma_0/\epsilon_{\rm r}\), because the induced polarization screens the original sheet. For \(\epsilon_{\rm r}=10\) and \(\sigma_0=0.05\) C/m² the jump is still \(5.6\times10^{8}\) V/m. Fields of this size can cause breakdown or make the response nonlinear, so check them against the limits of your materials before you rely on this case.

The electron density in your structure can lie away from full compensation. It depends on the layer thicknesses, the band offsets, the doping and the surfaces, none of which enter the conversion.

**A condition on the two polarizations**

If the polarizations come from a crystal calculation, each must refer to the neutral cells from which that medium is built up to the interface. In the model, you could pair each positive plane with the negative plane of the next cell above. The displacement then becomes \(u-a\), and the polarization becomes

\[
\frac{Q(u-a)}{a}=P-Q .
\]

If you do this in both media, the difference \(P_1-P_2\) is unchanged, but only because \(Q\) is the same in both; with different plane charges it would shift by \(Q_2-Q_1\). If you change the pairing in medium 1 alone, the difference shifts by \(-Q=-2.00\) C/m², forty times the quantity you want. The physical charge has not changed: the topmost positive plane of medium 1 has lost its partner, and its charge \(+Q\) must be added back at the interface.

For the same reason, \(\sigma_{\rm b}\) is the whole interface charge if the interface is built of these complete neutral cells and nothing else. Any net charge of extra ions, vacancies or trapped carriers has to be added separately.

The numerical output below lists the values used here with more digits. If your input is known to two digits, as 0.050 C/m², the result is \(3.1\times10^{13}\) elementary charges per cm². If it is known only to one digit, quote about \(3\times10^{13}\) per cm². The charge is positive if you count the normal component as positive from the lower layer towards the upper one.

## Numbers as computed

```
elementary charge e = 1.602176634e-19 C
vacuum permittivity = 8.854188e-12 F/m
P1 along normal = 0.080 C/m^2
P2 along normal = 0.030 C/m^2
sheet charge P1 - P2 = 0.050 C/m^2
number density = 3.1208e+17 per m^2
number density = 3.1208e+13 per cm^2
number density, two digits = 3.1e+13 per cm^2
charge on a 1 cm square = 5.000e-06 C
factor for 1 C/m^2 = 6.2415e+14 per cm^2
area per elementary charge = 3.204 nm^2
model cell edge = 0.40 nm
ionic charge in model = 2 e
plane charge Q = 2.0027 C/m^2
displacement in medium 1 = 15.978 pm
displacement in medium 2 = 5.992 pm
explicit sum, sheet charge = 0.050000 C/m^2
explicit sum, charge per cell = 0.04993 e
same with media exchanged = -0.04993 e
cells per area = 6.2500e+14 per cm^2
number from cell counting = 3.1208e+13 per cm^2
tilted interface, angle = 30.0 degrees
tilted P1 (x, z) = 0.02, 0.08 C/m^2
tilted P2 (x, z) = -0.04, 0.03 C/m^2
tilted, n.(P1 - P2) = 0.073301 C/m^2
tilted, integral, width 0.5 nm = 0.073301 C/m^2
tilted, integral, width 5 nm = 0.073301 C/m^2
field jump, no free charge = 5.6470e+09 V/m
compensated / bare jump below 1e-6: True
```
